# Off-diagonal electron-phonon couplings from finite displacements, part 1

(Sections cited here and not found follow in the second part.)

## What goes wrong with eigenvalues and raw overlaps

A frozen-phonon calculation displaces the atoms of a supercell by an amplitude $u$, solves the Kohn-Sham equations again and returns eigenvalues and orbitals. The slope of a non-degenerate eigenvalue is a diagonal element of $H'=dH/du$. The vertex $g$ that scatters an electron from $|n,k\rangle$ to $|m,k+q\rangle$ is off-diagonal, and away from degeneracies no eigenvalue slope contains it. The orbitals do contain it, but each diagonalisation returns them with arbitrary phases, so a difference of overlaps between two runs, divided by $u$, has no limit as $u\to0$. In the model chain below, a vertex of modulus $0.144$ Ha/bohr comes out wrong by $0.205$ Ha/bohr for one random draw of phases. Hartree atomic units are used throughout.

## Two levels by hand

Take two reference states with energies $\varepsilon_1<\varepsilon_2$ and a coupling $w=|w|e^{i\varphi}$:
$$H(u)=\begin{pmatrix}\varepsilon_1 & u w^*\\ u w & \varepsilon_2\end{pmatrix}=\bar\varepsilon+\begin{pmatrix}-\delta & u w^*\\ u w & \delta\end{pmatrix},\qquad \Delta=\varepsilon_2-\varepsilon_1=2\delta ,$$
with $\bar\varepsilon=(\varepsilon_1+\varepsilon_2)/2$. The last matrix is traceless with determinant $-(\delta^2+u^2|w|^2)$, so $\varepsilon_\pm=\bar\varepsilon\pm E$ with $E=\sqrt{\delta^2+u^2|w|^2}$. Both eigenvalues are even in $u$, have zero slope, and do not depend on $\varphi$.

Define $\theta$ by $\delta=E\cos2\theta$ and $u|w|=E\sin2\theta$, so that $\theta\approx u|w|/\Delta$ for small $u$. The eigenvectors, with the arbitrary phases $\alpha,\beta$ that a solver attaches, are
$$|-\rangle=e^{i\alpha}\begin{pmatrix}\cos\theta\\ -e^{i\varphi}\sin\theta\end{pmatrix},\qquad |+\rangle=e^{i\beta}\begin{pmatrix}e^{-i\varphi}\sin\theta\\ \cos\theta\end{pmatrix}.$$
Applied to $|-\rangle$, the traceless matrix gives in its first row $-E(\cos2\theta\cos\theta+\sin2\theta\sin\theta)=-E\cos\theta$, and in its second row $e^{i\varphi}E(\sin2\theta\cos\theta-\cos2\theta\sin\theta)=e^{i\varphi}E\sin\theta$. Both are $-E$ times the components of $|-\rangle$. The state $|+\rangle$ is orthogonal to it and so has eigenvalue $+E$.

Write $S_{mj}=\langle m|j(u)\rangle$ and weight products of overlaps with the displaced eigenvalues:
$$M_{21}=S_{2-}\varepsilon_-S^*_{1-}+S_{2+}\varepsilon_+S^*_{1+}=e^{i\varphi}\sin\theta\cos\theta\,\big[-(\bar\varepsilon-E)+(\bar\varepsilon+E)\big]=E\sin2\theta\,e^{i\varphi}=uw .$$
The phases $\alpha$ and $\beta$ cancelled, because each displaced state enters once as a ket and once as a bra. The mean energy $\bar\varepsilon$ cancelled, because both states were summed. Nothing was divided by $\Delta$, so the result holds at $\Delta=0$.

A shorter formula uses one displaced state. With $\varepsilon_--\varepsilon_2=-(E+\delta)=-E(1+\cos2\theta)=-2E\cos^2\theta$,
$$(\varepsilon_--\varepsilon_2)\,S_{2-}=2E\cos^2\theta\sin\theta\,e^{i\varphi}e^{i\alpha}=uw\cos\theta\,e^{i\alpha}.$$
Here $\alpha$ survives and must be removed by demanding $S_{1-}>0$. There is also a relative error $\cos\theta-1\approx-u^2|w|^2/2\Delta^2$ although $H$ is exactly linear in $u$. At $\Delta=0$, $|\theta|=\pi/4$ for every $u$: then $|S_{1-}|^2=1/2$, the levels split by $2|uw|$, and the formula returns $w/\sqrt2$ however small the step.

Finally drop $|+\rangle$ from the sum and look at $M_{11}$, whose full value is $\varepsilon_1$. The missing term is $|S_{1+}|^2\varepsilon_+$, so the truncated sum is off by $-\sin^2\theta\,\varepsilon_+\approx-u^2|w|^2\varepsilon_2/\Delta^2$, which depends on the zero of energy. If the weight is measured from the reference energy instead, the result is $\varepsilon_1+\cos^2\theta\,(\varepsilon_--\varepsilon_1)\approx\varepsilon_1-u^2|w|^2/\Delta$, because $\varepsilon_--\varepsilon_1=\delta-E\approx-u^2|w|^2/2\delta$. This error contains energy differences only.

## The general identity

Let $H(u)$ be the self-consistent Kohn-Sham Hamiltonian of the displaced supercell in a fixed orthonormal basis such as plane waves, with eigenpairs $\varepsilon_j,|j(u)\rangle$. Let $|m\rangle,|n\rangle$ be eigenstates of $H(0)$ with energies $\varepsilon^0$. The spectral decomposition $H(u)=\sum_j|j\rangle\varepsilon_j\langle j|$ gives
$$M_{mn}(u)\equiv\sum_jS_{mj}\,\varepsilon_j\,S^*_{nj}=\langle m|H(u)|n\rangle$$
when $j$ runs over all states of the basis. A unitary mixing of degenerate displaced states leaves $\sum_j|j\rangle\varepsilon_j\langle j|$ unchanged, so no gauge choice for them matters. Individual states may change abruptly near degeneracies, but $M$ is as smooth as $H(u)$. That smoothness is assumed: occupations are fixed, the gap above the occupied states stays open, and the self-consistent solution is unique near $u=0$. A basis that moves with the atoms, or a PAW overlap operator, adds terms that are not treated here.

## Displacement pattern and crystal momentum

The supercell has $N$ cells of length $a$ at $R_l=la$, and $q$ is a multiple of $2\pi/Na$. The reference states are Bloch states $|nk\rangle$ on the $N$ folded $k$ points, normalised in the supercell. Atom $\kappa$ in cell $l$ moves by $\mathrm{Re}[\lambda\,\xi_\kappa e^{iqR_l}]$. The calculation uses real $\lambda=u$, but complex $\lambda$ exposes the selection rules.

Let $T\psi(x)=\psi(x+a)$, so $T|nk\rangle=e^{ika}|nk\rangle$. The ionic potential is a sum of terms $v_\kappa(x-R_l-\tau_\kappa-\mathrm{Re}[\lambda\xi_\kappa e^{iqR_l}])$. Replacing $x$ by $x+a$ and writing $R_l-a=R_{l-1}$, $e^{iqR_l}=e^{iqa}e^{iqR_{l-1}}$ turns it into the potential for amplitude $\lambda e^{iqa}$. A unique self-consistent solution follows the ions, so $TH(\lambda)T^\dagger=H(\lambda e^{iqa})$. Expanding $H=\sum_{p,r}\lambda^p\lambda^{*r}H_{pr}$ and matching powers gives $TH_{pr}T^\dagger=e^{i(p-r)qa}H_{pr}$. Between Bloch states this reads $e^{i(k'-k)a}\langle k'|H_{pr}|k\rangle=e^{i(p-r)qa}\langle k'|H_{pr}|k\rangle$. Hence
$$\langle mk'|H_{pr}|nk\rangle\neq0\quad\text{only if}\quad k'-k=(p-r)\,q\ \ (\mathrm{mod}\ G),$$
with $G$ a reciprocal vector of the primitive cell.

At first order, define $D_q=\sum_{\kappa l}\xi_\kappa e^{iqR_l}\,\partial V_{\rm scf}/\partial\tau_{\kappa l}$ and $g=\langle m,k+q|D_q|nk\rangle$. The derivatives $\partial V_{\rm scf}/\partial\tau_{\kappa l}$ are real local potentials and $\mathrm{Re}\,z=(z+z^*)/2$, so $H_{10}=D_q/2$, $H_{01}=D_q^\dagger/2$ and
$$h\equiv H'(0)=\tfrac12\big(D_q+D_q^\dagger\big).$$
In the block $(k+q,k)$ the term $D_q^\dagger$ contributes only if $-q=q$ mod $G$. For $2q\ne G$ the block of $h$ is therefore $g/2$. For $2q=G$, which includes $q=0$, the factors $e^{iqR_l}=\pm1$ are real; with real $\xi$, $D_q=D_q^\dagger$ and the block is $g$. Only $\mathrm{Re}\,\xi$ moves atoms in that case. With $F=2$ for $2q\neq G$ and $F=1$ for $2q=G$,
$$g_{mn}(u)=F\,\frac{M_{mn}(u)-M_{mn}(-u)}{2u}\;\to\;g_{mn}.$$
The method is then: converge the supercell at $0$ and $\pm u$; form reference Bloch states; compute $S$ and $M$ at each sign; take the difference above in the block $(k+q,k)$. Because $D_q=e^{iqx}dv(x)$ with $dv$ periodic, the supercell integral is $N$ times a cell integral, which cancels the $1/N$ in the normalisation. So $g$ is the cell matrix element of $dv$ between cell-normalised periodic parts. For atoms of equal mass $M_a$ and a normalised $\xi$, the vertex in energy units is $g\,(2M_a\omega)^{-1/2}$.

## The linear-response value

Differentiating $V_{\rm scf}=V_{\rm ext}+V_{\rm Hxc}[n]$ gives $\delta V=\delta V_{\rm ext}+\mathcal K\,\delta n$ with the kernel $\mathcal K=\delta V_{\rm Hxc}/\delta n$. From $n=\sum_af_a|\psi_a|^2$ and $\delta\psi_a=\sum_b\psi_b\,\delta V_{ba}/(\varepsilon^0_a-\varepsilon^0_b)$,
$$\delta n=\sum_{a,b}f_a\,\frac{\psi_a^*\psi_b\,\delta V_{ba}+\psi_b^*\psi_a\,\delta V_{ab}}{\varepsilon^0_a-\varepsilon^0_b}=\sum_{a,b}\frac{f_a-f_b}{\varepsilon^0_a-\varepsilon^0_b}\,\psi_a^*\psi_b\,\delta V_{ba}\equiv\chi_0\,\delta V ,$$
where the labels $a,b$ were exchanged in the second term, which reverses the sign of the denominator. Pairs with equal occupation drop out. Eliminating $\delta n$,
$$dv=(1-\mathcal K\chi_0)^{-1}dv_{\rm ext}.$$
The map is linear, so it can be applied to the complex perturbation $e^{iqx}dv_{\rm ext}$, for which only pairs $a=(n,k)$, $b=(m,k+q)$ contribute and the primitive cell suffices. The supercell limit must equal this screened vertex, for the same functional, basis and $k$ points.

The example is a one-dimensional Kohn-Sham chain with round parameters. The cell has $a=5$ bohr, atoms at $0$ and $2$ bohr (no inversion centre) and two electrons. Charges interact as sheets, $w_C(K)=4\pi/AK^2$ with $A=20$ bohr$^2$ and the $K=0$ term dropped. Exchange is the Slater form $v_x=-(3n/\pi A)^{1/3}$ on the line density $n$, with kernel $v_x/3n$. The ionic form factor is $v_\kappa(K)=-[Z_\kappa w_C(K)+U_\kappa\sigma\sqrt{2\pi}]\,e^{-K^2\sigma^2/2}$ with $Z=1,1$, well depths $U=1.5,\,0.5$ Ha and $\sigma=0.6$ bohr. The supercell component of the ionic potential is $(Na)^{-1}\sum_{\kappa l}v_\kappa(K)e^{-iK(R_l+\tau_\kappa)}$. A position derivative brings down $-iK$, and $\sum_le^{i(q-K)R_l}=N$ for $K=q+G$, so
$$dv_{\rm ext}(G)=\frac1a\sum_\kappa\xi_\kappa\,(-iK)\,v_\kappa(K)\,e^{-iK\tau_\kappa},\qquad K=q+G .$$
With $N=6$ and a cutoff of 32 Ha there are 77 plane waves. Band 1 spans $-1.01458$ to $-0.97103$ Ha and band 2 starts at $-0.43849$ Ha, a gap of $0.5325$ Ha. Wavevectors are quoted in units of $2\pi/a$. The patterns are $\xi=(0.6,0.8i)$ for $q=1/6,1/3$ and $\xi=(0.6,-0.8)$ for $q=0,1/2$; they are chosen, not computed eigenvectors. Bloch phases are fixed by $\psi(0)>0$. A "maximum error" is the largest absolute deviation from linear response over bands 1 and 2 and all $k$. The digits quoted serve to compare two routes within the model. The program and its output are printed after this text.

A rigid translation, $q=0$ and $\xi=(1,1)$, checks the response code against an exact result. Shifting the whole potential multiplies each plane-wave element by a phase, $H_{KK'}(u)=H_{KK'}e^{-i(K-K')u}$. Its derivative $-i(K-K')H_{KK'}$ is the matrix of $-i[p,H]$, and $\langle m|pH-Hp|n\rangle=(\varepsilon_n^0-\varepsilon_m^0)p_{mn}$, so $h_{mn}=-i(\varepsilon^0_n-\varepsilon^0_m)p_{mn}$. The Dyson solution agrees with this to $7.6\times10^{-14}$ Ha/bohr.

Take $q=1/6$ ($0.20944$ bohr$^{-1}$), band 1 at $k=0$ ($-1.01458$ Ha) and band 2 at $k+q$ ($-0.25871$ Ha). At $u=\pm0.01$ bohr the supercell gives $M=\pm(0.0003205-0.0006456\,i)$ Ha, so
$$g(0.01)=2\times\frac{2\,(0.0003205-0.0006456\,i)}{0.02}=0.0641-0.1291\,i\ \ \text{Ha/bohr}.$$
With all digits kept this is $0.064107-0.129115\,i$, against $0.064108-0.129118\,i$ from linear response. The bare vertex is $0.127494-0.208415\,i$, so screening multiplies the modulus by $0.14416/0.24432=0.59$ and also turns the phase. With $M_a=20000$ and $\omega=0.002$ Ha the length is $80^{-1/2}=0.11180$ bohr, and $|g|=0.14416\times0.11180=0.01612$ Ha $=438.6$ meV screened, against $0.02732$ Ha $=743.3$ meV bare.

## Step size

With $M(u)=M_0+uM'+\tfrac{u^2}{2}M''+\tfrac{u^3}{6}M'''+\dots$, even powers cancel in $M(u)-M(-u)$:
$$g(u)=g+\frac{F u^2}{6}\langle m|H'''|n\rangle+O(u^4).$$
The combination $[4g(u)-g(2u)]/3$ cancels the $u^2$ term, since $4u^2-(2u)^2=0$ and $(4-1)/3=1$; this is Richardson extrapolation. At $q=1/6$ the maximum errors are $9.82\times10^{-5}$, $2.46\times10^{-5}$ and $6.14\times10^{-6}$ Ha/bohr for $u=0.04,0.02,0.01$ bohr. The last is $1.2\times10^{-5}$ of the largest $|g|$, $0.515$ Ha/bohr, and defines $C=6.14\times10^{-6}/10^{-4}=0.0614$ Ha/bohr$^3$. Extrapolating from $0.02$ and $0.01$ bohr leaves $6.5\times10^{-10}$ Ha/bohr. At all four $q$ the program tests the factor 4 between these two steps and that the extrapolated error is below $2\times10^{-5}$ times the largest $|g|$, which also tests $F$. That tolerance is loose (at $q=1/6$ the unextrapolated value meets it too), so the size of the gain from extrapolation is printed but not asserted. The coefficient itself is tested on the rigid translation, where $H'''_{KK'}=[-i(K-K')]^3H_{KK'}$: the largest measured coefficient is $0.17830$ against $0.17833$ Ha/bohr$^3$ for $H'''/6$.

The forward difference $F[M(u)-M(0)]/u$ has error $FuM''/2$. Second order means $p+r=2$, so $p-r\in\{2,0,-2\}$, and the block $(k+q,k)$ is reached if $2q=q$, $0=q$ or $-2q=q$ mod $G$. The forward difference is thus first order only for $q=0$ or $3q=G$. At $q=1/3$ its maximum error is $1.306\times10^{-3}$ and $6.53\times10^{-4}$ Ha/bohr at $u=0.01$ and $0.005$ bohr, while the central error at $0.01$ is $8.18\times10^{-6}$; at $q=0$ the forward errors are $2.316\times10^{-3}$ and $1.160\times10^{-3}$. Both halvings are tested.

If some lattice vector $R$ has $e^{iqR}=-1$, the translation $T_R$ maps $H(u)$ to $H(-u)$, and
$$M(-u)=e^{i(k+q)R}M(u)\,e^{-ikR}=-M(u)$$
in the block, to all orders. One displacement then gives the central difference. This holds for $q=1/6$ (three cells) and $q=1/2$ (one cell), is tested for both, and is visible in the two values of $M$ above.

The central difference of eigenvalue-weighted overlaps, summed over all displaced states, reproduces the screened linear-response vertex in the model chain, with an error of order $u^2$. What remains is the effect of a finite band window, incomplete self-consistency, the alignment of the energy zero and the phases of the states.
